Earth's effective emission temperature from the global energy balance

**Problem**

Sunlight of flux S = 1361 W/m² reaches Earth at its mean distance from the Sun. A fraction A = 0.30 of the intercepted sunlight is reflected. Treat Earth as a sphere in parallel light, in a steady state and with no other source of heat. The effective emission temperature T_e is the temperature of a black body that emits the same flux as the planet, averaged over its surface and over time.

(a) Find the sunlight per unit area of the whole sphere and the absorbed flux F. How must an albedo that varies from place to place be averaged?

(b) Derive the flux emitted by a black body from the thermal energy of photon modes.

(c) Calculate T_e. At what wavelength does a black body at T_e emit most per unit wavelength?

(d) Earth absorbs 70 % of sunlight, yet is treated as a nearly black emitter. Why is this consistent?

(e) Is the balance stable, and how fast is it restored?

(f) How does T_e respond to small changes of S and A?

(g) Is T_e the mean temperature of the planet?

(h) The surface is at roughly 288 K. Show with one absorbing layer how this agrees with the same emitted flux.

(i) Estimate the effects of the elliptic orbit, the flattened shape, the height of emission and other heat flows.

**Solution**

**(a) Absorbed sunlight**

Let θ be the angle between the local vertical and the direction to the Sun. A horizontal surface element receives S cosθ per unit area on the day side and nothing on the night side. With the area element R² sinθ dθ dφ, the intercepted power is

P = ∫₀^{2π} dφ ∫₀^{π/2} S cosθ R² sinθ dθ = 2πR²S · (1/2) = πR²S.

This is the flux times the area of the planet's shadow. The planet emits from its whole area 4πR², so the mean sunlight is

πR²S/(4πR²) = S/4 = 340.25 W/m².

The absorbed share is 1 − A, hence

F = S(1 − A)/4 = 340.25 × 0.70 = 238.2 W/m².

Here A is the Bond albedo, the reflected share of all intercepted sunlight. If the local albedo is α, then

A = ∫ α cosθ dΣ / ∫ cosθ dΣ,

where dΣ is the area element and both integrals cover the day side. The weight is the sunlight received, not the area.

The difference can matter. Take α = 0.2 + 0.3 sin²ϕ at latitude ϕ, with the Sun over the equator. The area at each latitude is proportional to cosϕ, so the area mean of sin²ϕ is

∫ sin²ϕ cosϕ dϕ / ∫ cosϕ dϕ = (2/3)/2 = 1/3,

with limits −π/2 and π/2. The area-mean albedo is 0.300. At hour angle λ from noon, however, cosθ = cosϕ cosλ. The integral over λ cancels, and the weight becomes cos²ϕ:

∫ sin²ϕ cos²ϕ dϕ / ∫ cos²ϕ dϕ = (π/8)/(π/2) = 1/4.

The Bond albedo of this pattern is therefore 0.275. Bright poles count for less because they receive little light.

**(b) Black-body emission**

Consider radiation in a large periodic box of side L and volume V = L³. Its wave vectors are spaced by 2π/L along each axis, so each occupies (2π)³/V in wave-vector space. With two polarizations, the number of modes with wavenumber below k is

N = 2 · V/(2π)³ · 4πk³/3 = Vk³/(3π²).

Since k = 2πν/c, this is N = 8πVν³/(3c³). Differentiation gives 8πν²/c³ modes per unit volume and frequency.

A mode of frequency ν has energies nhν above its ground state, n = 0, 1, 2, … The ground-state energy does not depend on temperature and is not radiated. Put x = hν/(k_B T). The sum of Boltzmann factors is

Z = Σ e^{−nx} = 1/(1 − e^{−x}),

and the mean energy is

−hν d(ln Z)/dx = hν e^{−x}/(1 − e^{−x}) = hν/(eˣ − 1).

Multiplying by the mode density gives the energy density u_ν. Thermal radiation is isotropic, so the part moving into solid angle dΩ is u_ν dΩ/(4π), and it moves at speed c. The radiance is

B_ν = c u_ν/(4π) = (2hν³/c²)/(eˣ − 1).

A black surface absorbs everything that falls on it. In equilibrium with this radiation it must emit as much in each direction and frequency interval. Its emission is set by its own temperature, so the result also holds when the surroundings are cold.

Radiation leaving at angle θ to the normal carries a factor cosθ through the surface. Over the outward hemisphere,

∫ cosθ dΩ = 2π ∫₀^{π/2} cosθ sinθ dθ = π.

With ν = x k_B T/h, the emitted flux becomes

π ∫₀^∞ B_ν dν = (2πh/c²)(k_B T/h)⁴ ∫₀^∞ x³/(eˣ − 1) dx.

To evaluate the integral, expand 1/(eˣ − 1) = Σ e^{−nx} with n from 1. Each term gives 6/n⁴. The sum of 1/n⁴ follows from the Fourier series on −π < x < π,

x² = π²/3 + 4 Σ (−1)ⁿ cos(nx)/n²,

whose coefficients result from two integrations by parts. Square it and average over the interval. Different cosines are orthogonal and each cos² averages to 1/2, so

π⁴/5 = π⁴/9 + 8 Σ 1/n⁴, hence Σ 1/n⁴ = π⁴/90.

The integral is 6π⁴/90 = π⁴/15, and the flux is

σT⁴, with σ = 2π⁵k_B⁴/(15c²h³) = 5.670 × 10⁻⁸ W/(m² K⁴).

**(c) The effective emission temperature**

By definition σT_e⁴ equals the mean emitted flux, which in a steady state equals F. Therefore

T_e = [S(1 − A)/(4σ)]^{1/4} = (4.200 × 10⁹ K⁴)^{1/4} = 254.6 K.

To the precision that the inputs deserve, T_e is 255 K, which is −18 °C (the unrounded 254.6 K is −18.6 °C). The planet's radius has cancelled, because interception and emission both grow as R².

As an independent test, the sunlight was summed over a grid of surface elements and balanced against the Planck radiance integrated numerically over angle and frequency. The temperature found was again 254.58 K.

The factor 4 has a definite meaning. Without it the formula gives 360.0 K, the local balance temperature of a black-emitting surface with the Sun overhead and no heat carried away. A factor 2 gives 302.7 K, which would apply if only one hemisphere emitted, at a uniform temperature.

Per unit wavelength, the emission is proportional to λ⁻⁵/(eˣ − 1) with x = hc/(λk_B T). Setting the derivative of its logarithm to zero gives −5 + x eˣ/(eˣ − 1) = 0, or

x = 5(1 − e^{−x}).

Besides x = 0, which corresponds to infinite wavelength, this has one root, found numerically: x = 4.965. For T = T_e the maximum therefore lies at λ = hc/(4.965 k_B T_e) = 11.4 μm, in the thermal infrared. This is the peak of the equivalent black body. Equality of total flux does not make Earth's actual spectrum a Planck curve.

**(d) Two separate bands**

Kirchhoff's law equates absorptivity and emissivity at the same frequency and direction. It does not equate an average over sunlight with an average over infrared emission.

Model the Sun as a black body at roughly 5800 K and divide the spectrum at 4 μm. Only 0.96 % of the solar flux lies at longer wavelengths, and only 0.040 % of the emission of a black body at T_e lies at shorter ones. The absorptivity 0.70 thus describes one band and the infrared emissivity another.

If the emitter were grey in the infrared with emissivity 0.95, its physical temperature would follow from F = 0.95 σT⁴ and would exceed T_e by 3.3 K. T_e itself would not change, because its definition refers to a black body with the same flux.

**(e) Stability and response time**

Let the planet have one temperature T, emit σT⁴ to space, and store heat with capacity C per unit area. At fixed albedo,

C dT/dt = F − σT⁴.

Below T_e the right side is positive and the planet warms; above T_e it cools. The single positive steady state is therefore stable. Integrating this equation from 100 K and from 400 K with the heat capacity below led to T_e within 0.001 K after 40 years.

For a small departure δ = T − T_e, expand T⁴ ≈ T_e⁴ + 4T_e³δ. The constant terms cancel:

C dδ/dt = −4σT_e³ δ, so δ ∝ e^{−t/τ}, with τ = C/(4σT_e³).

The restoring slope is 4σT_e³ = 3.74 W/(m² K). A water layer roughly 50 m deep has C = 50 m × 4.2 × 10⁶ J/(m³ K) = 2.1 × 10⁸ J/(m² K), which gives τ = 1.8 years. This value belongs to a body that sits at T_e and radiates straight to space. It is not the response time of Earth's surface. For the same water at 288 K under the layer of part (h), with ε fixed and the heat capacity of the layer neglected, the outgoing flux (1 − ε/2)σT_s⁴ has the slope 4F/T_s = 3.31 W/(m² K), and τ = 2.0 years. An absorptivity that rises with temperature, as with water vapour, weakens the slope and lengthens τ further. Coupling to deeper water would add slower responses that this model lacks.

Stability also depends on the albedo. If A varies with T, the absorbed flux changes by −(S/4)(dA/dT)δ, and the restoring slope becomes

4σT_e³ + (S/4) dA/dT.

It must be positive for stability. An albedo that falls as the planet warms weakens the balance. In this model stability is lost when the fall is steeper than 3.74/340.25 = 0.011 per kelvin.

**(f) Sensitivity to the inputs**

Take the logarithm of the result in (c) and differentiate:

dT_e/T_e = (1/4)[dS/S − dA/(1 − A)].

The fourth root divides relative flux changes by four. An increase of S by 1 W/m² raises T_e by 0.047 K. An increase of A by 0.01 lowers it by 0.91 K. The patterned albedo of part (a), with A = 0.275 in place of 0.300, gives 256.8 K, an increase of 2.2 K.

As A approaches 1, T_e falls to zero and its relative sensitivity to A grows without bound. The assumption of no other heat source then fails, since even a weak internal source would dominate.

**(g) Emission temperature and mean temperature**

Suppose that the surface is black in the infrared and emits directly to space. Energy balance fixes the mean of T⁴, not of T. Denote the mean over area and time by ⟨ ⟩. A variance cannot be negative, so ⟨T⟩² ≤ ⟨T²⟩ and ⟨T²⟩² ≤ ⟨T⁴⟩. Together they give

⟨T⟩⁴ ≤ ⟨T⁴⟩ = T_e⁴, hence ⟨T⟩ ≤ T_e.

Equality requires a temperature that is uniform and constant.

The opposite limit is a planet with uniform albedo and neither heat transport nor heat storage. Each element balances its own sunlight. With μ = cosθ on the day side,

σT⁴ = S(1 − A)μ = 4σT_e⁴ μ, so T = √2 T_e μ^{1/4}.

The night side is at zero in this limit. The fraction of the sphere's area in an interval dμ is dμ/2, and therefore

⟨T⟩ = (1/2) ∫₀¹ √2 T_e μ^{1/4} dμ = (√2/2)(4/5)T_e = (2√2/5)T_e = 144.0 K.

This planet emits the same total power as a uniform one at 255 K, yet its mean temperature is 111 K lower. Heat storage and winds or currents reduce the contrast and so raise the mean towards T_e. They cannot raise it above T_e while the surface is black and emits straight to space.

**(h) A warmer surface under an absorbing layer**

A black surface at 288 K emits σT_s⁴ = 390.1 W/m², which is 151.9 W/m² more than F. The condition that fails in part (g) is direct emission to space.

Place one layer above a uniform surface. It transmits all sunlight, absorbs a fraction ε of the surface's infrared radiation and, by Kirchhoff's law, emits εσT_a⁴ upwards and the same amount downwards. Its balance is

εσT_s⁴ = 2εσT_a⁴, so T_a⁴ = T_s⁴/2 for ε > 0.

The surface receives F from the Sun and εσT_a⁴ from the layer:

σT_s⁴ = F + εσT_a⁴ = F + (ε/2)σT_s⁴.

Collecting the terms in T_s⁴ and using F = σT_e⁴ gives

T_s = T_e/(1 − ε/2)^{1/4}.

The flux to space is the transmitted surface radiation plus the layer's upward emission:

(1 − ε)σT_s⁴ + εσT_a⁴ = (1 − ε/2)σT_s⁴ = F.

The layer therefore raises the surface temperature without changing the emitted flux or T_e. For ε = 0 the surface is at T_e. For ε = 1 it is at 2^{1/4}T_e = 302.7 K, and the layer is at T_e.

A surface at 288 K requires

ε = 2(1 − F/σT_s⁴) = 2(1 − 238.2/390.1) = 0.779.

The layer is then at 242.2 K. The excess of 151.9 W/m² equals the radiation that the layer sends down. This ε is fitted to the surface temperature and is not a measured property of air. The real atmosphere also absorbs sunlight, carries heat by convection, and absorbs very differently at different wavelengths.

A height can be attached to T_e. If temperature falls with height at roughly 6.5 K/km, it reaches T_e at

(288 − 254.6)/6.5 ≈ 5.1 km.

This is an equivalent level; the actual emission comes from the surface and from a range of heights.

**(i) Effects left out of the balance**

*Elliptic orbit.* Let a be the semi-major axis, taken as the distance at which S is given (the time-mean distance is slightly larger, a(1 + e²/2)), e the eccentricity, P the period and ψ the orbital angle. Sunlight varies as (a/r)². The line from the Sun sweeps area at a constant rate, and the ellipse has area πa²√(1 − e²), so

r² dψ/dt = 2πa²√(1 − e²)/P.

The time mean of (a/r)² is then

(1/P) ∫₀^{2π} a² dψ/(r² dψ/dt) = 1/√(1 − e²).

For e = 0.0167 this raises T_e by only 0.009 K. If the balance were instantaneous, T_e would vary as r^{−1/2}, from 256.7 K at the closest point to 252.5 K at the farthest.

Heat storage damps this swing. To first order in e the absorbed flux is F(1 + 2e cos ωt), where ω = 2π/P. The equation of part (e) becomes

C dδ/dt + 4σT_e³ δ = 2eF cos ωt.

Insert δ = Re(D e^{iωt}) and divide by 4σT_e³. Since F/(4σT_e³) = T_e/4,

(1 + iωτ)D = eT_e/2, so |D| = (eT_e/2)/√(1 + ω²τ²).

The undamped amplitude is 2.13 K. With τ = 1.78 years, ωτ is about 11 and the amplitude falls to 0.19 K. This is the effect of changing distance alone in the one-temperature model with a uniform 50 m water layer, not the seasons caused by the tilted axis.

*Flattened shape.* Let the equatorial radius be a′ and the polar radius a′(1 − f), with f = 1/298. Describe the surface by its distance from the axis, a′ cosβ, and its height, a′(1 − f) sinβ. To first order in f, the length element along a meridian is a′(1 − f cos²β) dβ. The surface area is

2πa′² ∫ cosβ(1 − f cos²β) dβ = 4πa′²(1 − 2f/3),

with β from −π/2 to π/2. When the Sun is over the equator the shadow area is πa′²(1 − f). Compared with a sphere, the mean sunlight changes by the factor

(1 − f)/(1 − 2f/3) ≈ 1 − f/3.

The fourth root gives a shift of −fT_e/12 = −0.07 K. When the Sun stands over latitude χ, the shadow area is larger, πa′²(1 − f cos²χ) to first order in f. For an axial tilt of 23.4° and a nearly circular orbit, the yearly mean of cos²χ is 1 − (sin² 23.4°)/2 = 0.92, and the mean shift is about −0.05 K.

*Height of emission.* If all emission came from a sphere of radius R + z while the intercepting area stayed πR², the emitting area would grow by (1 + z/R)². The emitted power is unchanged, so the black-body temperature referred to that larger sphere would differ from T_e by the factor (1 + z/R)^{−1/2}. For z = 5.1 km and R = 6371 km the shift is −0.10 K.

*Other heat flows.* If the planet stores heat at a rate of roughly 1 W/m², it emits that much less than it absorbs, and T_e is lower by 0.27 K. Geothermal heat of roughly 0.09 W/m² raises it by 0.02 K.

**How the result compares with the real Earth**

The values of S and A are close to those of the real planet, with A rounded. A change of 0.01 in A moves T_e by 0.9 K, more than any correction to the annual mean in part (i), so decimals beyond 255 K have no physical weight here. T_e must not be read as the surface temperature: the surface is roughly 33 K warmer, because much of its infrared radiation is absorbed by a colder atmosphere, which emits less to space than it absorbs from below. The energy balance fixes the flux that leaves the planet; the surface temperature also requires a description of the atmosphere. The numerical output below gives the inputs and results with their units.

Values computed for the example and the checks

```
solar constant S: 1361 W/m2
Bond albedo A: 0.30
Stefan-Boltzmann constant: 5.670374e-08 W/(m2 K4)
mean sunlight S/4: 340.25 W/m2
absorbed = emitted flux F: 238.17 W/m2
F/sigma: 4.20034e+09 K4
effective temperature T_e: 254.58 K
T_e in Celsius: -18.57 C
T_e from full numerical balance: 254.58 K
black-body peak wavelength at T_e: 11.38 um
error: factor 4 omitted: 360.0 K
error: factor 2 for 4: 302.7 K
patterned albedo, area mean: 0.300
patterned albedo, Bond value: 0.275
T_e with that Bond value: 256.82 K
solar black-body temperature (rough): 5800 K
band limit: 4.0 um
solar share beyond limit: 0.96 %
T_e black-body share below limit: 0.040 %
ocean layer (rough): 50 m
heat capacity per volume: 4.2e+06 J/(m3 K)
heat capacity per area C: 2.10e+08 J/(m2 K)
restoring slope 4 sigma T_e^3: 3.742 W/(m2 K)
relaxation time tau: 1.78 years
dT_e/dS: 0.0468 K per W/m2
dT_e/dA times 0.01: -0.909 K
mean T, no transport or storage: 144.0 K
surface temperature (rough): 288 K
black surface emission: 390.1 W/m2
surface emission minus F: 151.9 W/m2
layer absorptivity needed: 0.779
layer temperature then: 242.2 K
surface T for absorptivity 1: 302.7 K
lapse rate (rough): 6.5 K/km
emission height (rough): 5.1 km
orbital eccentricity: 0.0167
shift, orbit-mean sunlight: 0.0089 K
instant-balance T_e at perihelion: 256.73 K
instant-balance T_e at aphelion: 252.48 K
orbital swing, undamped amplitude: 2.13 K
orbital swing, damped amplitude: 0.19 K
inverse flattening 1/f: 298
shift, oblateness at equinox: -0.071 K
planet radius: 6371 km
shift, raised emission level: -0.103 K
heat uptake (rough): 1.0 W/m2
shift, heat uptake: -0.268 K
geothermal flux (rough): 0.09 W/m2
shift, geothermal heat: 0.024 K
shift, albedo higher by 0.01: -0.914 K
grey emissivity tried: 0.95
grey emitter temperature minus T_e: 3.29 K
```
